\section*{Bloembergen–Rowland exchange across a semiconductor gap: two derivations, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: virtual electron--hole pairs}

\subsection{Definitions and conventions}

A semiconductor at zero temperature has a filled valence band and an empty conduction band. Energies are measured from the top of the valence band. Near the band edges, both at $\mathbf k=0$,
\begin{equation}
E_v(\mathbf k)=-\frac{\hbar^2k^2}{2m_v},\qquad
E_c(\mathbf k)=E_g+\frac{\hbar^2k^2}{2m_c}.
\label{bands}
\end{equation}
Here $E_g>0$ is the gap, and both effective masses $m_v$ and $m_c$ are positive. Each band is isotropic and twofold degenerate in spin. Spin--orbit coupling, doping and the Coulomb attraction between an electron and a hole are left out.

Two localized spins $\mathbf S_1$ and $\mathbf S_2$, in units of $\hbar$, sit at equivalent sites $\mathbf R_1$ and $\mathbf R_2$ in different cells. Their separation is $\mathbf R=\mathbf R_2-\mathbf R_1$, with $R=|\mathbf R|>0$. The band electron has spin $\mathbf s=\boldsymbol\sigma/2$, where $\boldsymbol\sigma$ are the Pauli matrices. The exchange $H'$ between local spins and band electrons acts at the two sites. In a crystal of volume $\Omega$ its interband element is
\begin{equation}
\langle c\mathbf k'\sigma'|H'|v\mathbf k\sigma\rangle
=\frac{\beta}{\Omega}\sum_{j=1,2}
e^{i(\mathbf k-\mathbf k')\cdot\mathbf R_j}\,
\mathbf S_j\cdot\mathbf s_{\sigma'\sigma}.
\label{vertex}
\end{equation}
The constant $\beta$ has the dimension of energy times volume. It contains the Bloch functions of the two bands near the magnetic site, and its dependence on wavevector is neglected. It is the same at both sites because they are equivalent, and the phases of the Bloch functions are chosen so that it is real. Symmetry can make it vanish. If the site is an inversion centre and the two band-edge functions have opposite parity, the product of these functions is odd, and its integral against an even exchange potential is zero. The same holds, without spin--orbit coupling, for an $s$-like and a $p$-like band edge at a tetrahedral site, as in zinc-blende crystals. The closed form below requires $\beta\neq0$ at the band edges. When the band-edge value vanishes, the mixing of the bands away from $\mathbf k=0$ still gives a wavevector-dependent interband element. The resulting coupling is not described by the formulas below, and it can be antiferromagnetic.

The aim is the coupling $\mathcal J(R)$ in
\begin{equation}
H_{12}=-\mathcal J(R)\,\mathbf S_1\cdot\mathbf S_2 ,
\label{convention}
\end{equation}
so that positive $\mathcal J$ favours parallel spins.

\subsection{The second-order energy}

Without exchange the local spins have no energy of their own, and all their orientations are degenerate. Let $P$ project on the filled valence band times any state of the local spins. To second order the effective Hamiltonian of the spins is
\begin{equation}
H_{\rm eff}=PH'P-\sum_n\frac{PH'|n\rangle\langle n|H'P}{E_n-E_0}.
\label{heff}
\end{equation}
The first-order term contains the sum of $\mathbf s_{\sigma\sigma}$ over both spin states of every filled level. This is $\mathrm{Tr}\,\mathbf s=0$, so the term vanishes.

In the second-order term $H'$ must move an electron from a filled to an empty state. A transition within the valence band has no empty final state, and the conduction band has no electron to move. What remains is the transfer of an electron from $v\mathbf k\sigma$ to $c\mathbf k'\sigma'$, at the cost
\begin{equation}
D(\mathbf k,\mathbf k')=E_c(\mathbf k')-E_v(\mathbf k)
=E_g+\frac{\hbar^2k'^2}{2m_c}+\frac{\hbar^2k^2}{2m_v}.
\label{cost}
\end{equation}
The pair is virtual: it is created at one site and removed at the other. Any fermion sign in the creating element appears again in the removing element, and the two cancel. Inserting Eq.~\eqref{vertex} and its Hermitian conjugate gives
\begin{equation}
H_{\rm eff}=-\frac{\beta^2}{\Omega^2}\sum_{ij}\sum_{\mathbf k\mathbf k'}
\frac{e^{i(\mathbf k-\mathbf k')\cdot(\mathbf R_j-\mathbf R_i)}}{D(\mathbf k,\mathbf k')}
\sum_{ab}S_i^aS_j^b\,\mathrm{Tr}(s_as_b).
\label{double}
\end{equation}
Since $\mathrm{Tr}(\sigma_a\sigma_b)=2\delta_{ab}$, the trace is $\mathrm{Tr}(s_as_b)=\delta_{ab}/2$. The terms $i=j$ contain $\mathbf S_i^2$ and are constants. The terms $(1,2)$ and $(2,1)$ have complex conjugate phases, which add to twice a cosine. This factor 2 cancels the $1/2$ of the trace:
\begin{equation}
H_{12}=-\beta^2\,\mathbf S_1\cdot\mathbf S_2\,
\frac1{\Omega^2}\sum_{\mathbf k\mathbf k'}
\frac{\cos[(\mathbf k-\mathbf k')\cdot\mathbf R]}{D(\mathbf k,\mathbf k')}.
\label{H12sum}
\end{equation}
For a large crystal $\Omega^{-1}\sum_{\mathbf k}\to\int d^3k/(2\pi)^3$. The denominator is even in both wavevectors, so the cosine may be replaced by the exponential. Thus $\mathcal J=\beta^2I(R)$ with
\begin{equation}
I(R)=\int\!\frac{d^3k}{(2\pi)^3}\int\!\frac{d^3k'}{(2\pi)^3}\,
\frac{e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}}{D(\mathbf k,\mathbf k')}.
\label{I}
\end{equation}

\subsection{The momentum integral}

The denominator couples $\mathbf k$ and $\mathbf k'$. They separate after writing, for $D>0$,
\begin{equation}
\frac1D=\int_0^\infty d\tau\,e^{-D\tau},
\label{schwinger}
\end{equation}
where $\tau$ is an inverse energy. Equation~\eqref{I} does not converge absolutely at large wavevectors. It is given a meaning by a factor $e^{-\eta D}$ with $\eta\to0^+$, which makes the $\tau$ integral start at $\eta$. The integrand found below vanishes as $\tau\to0$ when $R>0$, so the limit exists.

For one Cartesian component and $\alpha>0$, completing the square gives
\begin{equation}
\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{ikx-\alpha k^2}
=e^{-x^2/4\alpha}\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,
e^{-\alpha(k-ix/2\alpha)^2}
=\frac{e^{-x^2/4\alpha}}{\sqrt{4\pi\alpha}} .
\end{equation}
The contour may be shifted to the real axis because the Gaussian has no singularities. With $\alpha=\hbar^2\tau/2m$ and three components,
\begin{equation}
\int\!\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf R-\tau\hbar^2k^2/2m}
=\left(\frac{m}{2\pi\hbar^2\tau}\right)^{3/2}
\exp\left(-\frac{mR^2}{2\hbar^2\tau}\right).
\label{heat}
\end{equation}
One such factor arises for the hole and one for the electron. Their exponents add, and with $M=m_c+m_v$
\begin{equation}
I(R)=\frac{(m_cm_v)^{3/2}}{8\pi^3\hbar^6}
\int_0^\infty\frac{d\tau}{\tau^3}\,e^{-E_g\tau-B/\tau},
\qquad B=\frac{MR^2}{2\hbar^2}.
\label{tauint}
\end{equation}
The sum of the masses appears because both particles must cover the same distance $R$ in the same interval $\tau$.

The modified Bessel function needed here is
\begin{equation}
K_2(\zeta)=\int_0^\infty dt\,e^{-\zeta\cosh t}\cosh2t .
\label{K2}
\end{equation}
Substitute $\tau=\sqrt{B/E_g}\,e^u$. Then $d\tau/\tau^3=(E_g/B)e^{-2u}du$, and the exponent becomes $-2\sqrt{E_gB}\cosh u$. The part of $e^{-2u}$ odd in $u$ integrates to zero, which leaves
\begin{equation}
\int_0^\infty\frac{d\tau}{\tau^3}e^{-E_g\tau-B/\tau}
=\frac{E_g}{B}\int_{-\infty}^{\infty}du\,\cosh2u\,
e^{-2\sqrt{E_gB}\cosh u}
=\frac{2E_g}{B}K_2\!\left(2\sqrt{E_gB}\right).
\label{tauresult}
\end{equation}
The argument is
\begin{equation}
2\sqrt{E_gB}=\frac{R\sqrt{2ME_g}}{\hbar}=\frac R\lambda,
\qquad
\boxed{\lambda=\frac{\hbar}{\sqrt{2(m_c+m_v)E_g}}}.
\label{lambda}
\end{equation}
With $2E_g/B=4\hbar^2E_g/(MR^2)$, Eq.~\eqref{tauint} gives
\begin{equation}
\boxed{\mathcal J(R)=\frac{\beta^2(m_cm_v)^{3/2}E_g}
{2\pi^3M\hbar^4R^2}\,K_2\!\left(\frac R\lambda\right)}.
\label{J}
\end{equation}
Every factor is positive, so the coupling is ferromagnetic at all distances in this model. A direct double momentum sum of Eq.~\eqref{I} was tested against this closed form for three choices of masses, gap and distance; they agree within a relative error of $10^{-6}$.

\subsection{Large and small distances}

Let $\zeta=R/\lambda$. For $\zeta\gg1$, small $t$ dominates Eq.~\eqref{K2}. Put $y=\sqrt2\sinh(t/2)$, so that
\begin{equation}
\cosh t=1+y^2,\quad \cosh2t=1+4y^2+2y^4,\quad
dt=\frac{\sqrt2\,dy}{\sqrt{1+y^2/2}} .
\end{equation}
Through order $y^2$ the factor multiplying $e^{-\zeta y^2}$ is $\sqrt2(1+4y^2)(1-y^2/4)\simeq\sqrt2(1+15y^2/4)$. Since the Gaussian average of $y^2$ is $1/2\zeta$,
\begin{equation}
K_2(\zeta)\simeq\sqrt{\frac{\pi}{2\zeta}}\,e^{-\zeta}
\left(1+\frac{15}{8\zeta}\right).
\label{large}
\end{equation}
With the factor $R^{-2}$ in Eq.~\eqref{J}, the leading law is $\mathcal J\propto R^{-5/2}e^{-R/\lambda}$.

The length can be read from the momentum sums without using the closed form, by multiplying them by $R^{5/2}$ and taking the logarithmic slope between $R=8$ and $8.5$, in units with $\hbar=1$. For $E_g=1$, the mass pairs $(0.5,0.5)$ and $(0.1,0.9)$ both give $0.698$, while Eq.~\eqref{lambda} gives $0.707$. Their reduced masses differ, but their sums are equal. Raising the gap to 4 with masses $(0.5,0.5)$, or raising $M$ to 4 with gap 1, gives $0.352$ in both cases, against $0.354$. The small deficits have the sign and size expected from the correction in Eq.~\eqref{large}, which steepens the slope by about $15/(8\zeta^2)$ relative to $1/\lambda$.

For $R\ll\lambda$, expand $e^{-E_g\tau}$ in Eq.~\eqref{tauint} to first order and use $w=1/\tau$:
\begin{equation}
\int_0^\infty\frac{d\tau}{\tau^3}(1-E_g\tau)e^{-B/\tau}
=\int_0^\infty dw\,(w-E_g)e^{-Bw}
=\frac1{B^2}\left(1-\frac{\zeta^2}{4}\right),
\end{equation}
because $E_gB=\zeta^2/4$. The leading coupling is therefore
\begin{equation}
\mathcal J\simeq\frac{\beta^2(m_cm_v)^{3/2}}{2\pi^3M^2\hbar^2R^4}.
\label{short}
\end{equation}
Since $1-x\le e^{-x}\le1$ for $x\ge0$, the exact coupling lies between $1-\zeta^2/4$ and $1$ times this law, which justifies the leading term. The gap has dropped out, since the integral is dominated by $\tau\sim B\ll1/E_g$, that is, by pairs with kinetic energy well above $E_g$. The law therefore requires parabolic bands and a constant $\beta$ up to energies of order $\hbar^2/MR^2$, and $R$ well above the lattice constant. At $\zeta=0.232$ the momentum sum is $0.987$ times this law, as the correction $1-\zeta^2/4$ predicts.

\subsection{Why the masses add}

The hole left at $\mathbf k$ carries wavevector $-\mathbf k$, so the pair has total wavevector $\mathbf Q=\mathbf k'-\mathbf k$. Write
\begin{equation}
\mathbf k'=\frac{m_c}{M}\mathbf Q+\mathbf p,\qquad
-\mathbf k=\frac{m_v}{M}\mathbf Q-\mathbf p .
\end{equation}
The cross terms $\pm\hbar^2\mathbf Q\cdot\mathbf p/M$ cancel in Eq.~\eqref{cost}, leaving
\begin{equation}
D=E_g+\frac{\hbar^2Q^2}{2M}+\frac{\hbar^2p^2}{2\mu},
\qquad \mu=\frac{m_cm_v}{M}.
\label{pair}
\end{equation}
The phase in Eq.~\eqref{I} is $e^{-i\mathbf Q\cdot\mathbf R}$ and does not contain $\mathbf p$. Distance is thus conjugate to the motion of the pair as a whole, whose mass is $M$. The reduced mass $\mu$ belongs to the relative motion. The lowest pair energy at given $Q$ is $E_g+\hbar^2Q^2/2M$, and it vanishes at $Q=i/\lambda$. The coupling is carried by a pair that has too little energy to exist and decays as an evanescent wave. If either mass grows without limit, $\lambda\to0$: one partner can no longer reach the second site.

\subsection{A worked example}

Take the model parameters $E_g=0.2$ eV, $m_c=0.05\,m_0$, $m_v=0.20\,m_0$ and $\beta=0.05$ eV\,nm$^3$, where $m_0$ is the electron mass and $\hbar^2/m_0=0.0762$ eV\,nm$^2$. With $M=0.25\,m_0$,
\begin{equation}
\lambda=\sqrt{\frac{0.0762}{2\times0.25\times0.2}}\ {\rm nm}=0.873\ {\rm nm}.
\end{equation}
The reduced mass, $0.04\,m_0$, would give $2.18$ nm, a factor $2.5$ too long.

At $R=2$ nm, $(m_cm_v)^{3/2}=10^{-3}m_0^3$, and the factor before $K_2$ in Eq.~\eqref{J} is
\begin{equation}
\frac{(0.05)^2\times10^{-3}\times0.2}
{2\pi^3\times0.25\times(0.0762)^2\times2^2}\ {\rm eV}
=1.39\ \mu{\rm eV}.
\end{equation}
The computed coupling is $0.2275\ \mu$eV, so $K_2(2.291)=0.164$. The momentum sum gives the same coupling to the digits shown. Other distances are:
\begin{center}
\begin{tabular}{cccc}
$R$ (nm) & $R/\lambda$ & $\mathcal J$ ($\mu$eV) & leading large-$R$ form\\
1 & 1.15 & 6.50 & 2.07\\
3 & 3.44 & 0.0216 & 0.0134\\
5 & 5.73 & 0.00051 & 0.00038
\end{tabular}
\end{center}
Even at 5 nm the leading form is 26\% below the full coupling. A length fitted to a bare exponential over this range would be too short, because the power of $R$ also contributes to the fall.

\section{Second derivation: evanescent waves in the gap, and a comparison}

\subsection{Symbols and results carried over}

The bands are $E_v=-\hbar^2k^2/2m_v$, filled, and $E_c=E_g+\hbar^2k^2/2m_c$, empty. Spins $\mathbf S_1$ and $\mathbf S_2$ at distance $R$ couple to the electron spin $\mathbf s=\boldsymbol\sigma/2$ by contact exchange with interband constant $\beta$. The first derivation gave $H_{12}=-\mathcal J\,\mathbf S_1\cdot\mathbf S_2$ with
\begin{equation}
\mathcal J=\frac{\beta^2(m_cm_v)^{3/2}E_g}{2\pi^3M\hbar^4R^2}
K_2\!\left(\frac R\lambda\right),\quad
\lambda=\frac{\hbar}{\sqrt{2ME_g}},\quad M=m_c+m_v,
\label{recall}
\end{equation}
where $K_2(\zeta)=\int_0^\infty dt\,e^{-\zeta\cosh t}\cosh2t$.

The second derivation treats $\mathbf S_1$ and $\mathbf S_2$ as fixed classical vectors. The electrons then move independently in a given potential, and their energy is a sum of one-particle levels. Virtual pairs do not have to be introduced. Exchange within each band, with real constants $\beta_c$ and $\beta_v$, is now kept from the start.

For parabolic bands and a constant, nonzero interband exchange, the first derivation has given a ferromagnetic coupling in closed form, with a decay length set by the gap and the sum of the two masses. It remains to derive the same result from one-particle levels with the local spins held fixed, to see which energies in the gap control the range, and to compare the two derivations.
